# The option `block_length`: statistical error of a correlated average

## Form of the answer

A Monte Carlo or molecular dynamics run delivers a series \(x_1,\dots,x_n\) with mean \(\mu\) and variance \(\sigma^2\), and reports the average \(\bar x\). Three arguments fix the form of \(\mathrm{Var}(\bar x)\). Under \(x\to\lambda x+c\) the variance is multiplied by \(\lambda^2\), so it is \(\sigma^2\) times a pure number. If the same trajectory is recorded twice as densely, already finely resolved, then \(n\) and every correlation time counted in steps double while \(\bar x\) hardly changes, so the number depends on ratios such as \(\tau/n\). Finally, two long halves of the series are correlated only near their common boundary, so the variance of the sum \(\sum_i x_i\) is a term proportional to \(n\) plus a boundary constant. Division by \(n^2\) gives
\[
\mathrm{Var}(\bar x)\propto\frac{\sigma^2\tau}{n}\Big(1-\frac an+\dots\Big),
\]
where \(a\) is a second time in steps. The same form holds for a block of length \(B\), so an estimate built from \(m=n/B\) blocks has a relative bias of order \(a/B\) and a relative variance of order \(1/m=B/n\). Balancing \(a^2/B^2\) against \(B/n\) gives \(B^3\propto na^2\). The sections below supply the coefficients.

## What the option does

The error bar is found by Flyvbjerg-Petersen blocking. For \(B=1,2,4,\dots\) the current series \(y_1,\dots,y_m\) of block means gives
\[
e_B=\frac{1}{m(m-1)}\sum_{j=1}^m (y_j-\bar y)^2 ,
\]
which is recorded as \(\sqrt{e_B}\) with uncertainty \(\sqrt{e_B}/\sqrt{2(m-1)}\). Neighbours are then averaged in pairs, one point being dropped if \(m\) is odd. The work is proportional to \(n+n/2+n/4+\dots<2n\). With `block_length` set to a power of two, that level is reported. With `block_length = auto`, the smallest \(B=2^k\) is taken that satisfies
\[
B^3>2n\,(e_B/e_1)^2 .
\]

## Variance of a correlated mean

The series is assumed stationary, which means that equilibration has been discarded and that \(\mathrm{Cov}(x_i,x_j)=\gamma_{|i-j|}=\sigma^2\rho_{|i-j|}\). It is also assumed that \(\sum_t t|\rho_t|\) converges. The conventions are
\[
\tau=\tfrac12+\sum_{t\ge1}\rho_t,\qquad A=\sum_{t\ge1}t\rho_t,\qquad a=A/\tau ,
\]
with \(\tau>0\), so that \(2\tau=1\) for independent data. Let \(V(L)\) be the variance of the mean of \(L\) consecutive points. Covariance is bilinear, so \(V(L)=L^{-2}\sum_{i,j}\gamma_{|i-j|}\). The double sum has \(L\) diagonal terms and \(2(L-t)\) terms at lag \(t\), which gives the exact result
\[
V(L)=\frac{\sigma^2}{L}\Big[1+2\sum_{t=1}^{L-1}\Big(1-\frac tL\Big)\rho_t\Big].
\]
Extend the sum to infinity and subtract the added terms. The infinite sum gives \(1+2\sum\rho_t=2\tau\) and \(-(2/L)\sum t\rho_t=-2A/L\), so
\[
V(L)=\frac{\sigma^2}{L}\Big[2\tau-\frac{2A}{L}+R_L\Big],\qquad R_L=\frac2L\sum_{t\ge L}(t-L)\rho_t. \tag{1}
\]
Since \(|R_L|\le(2/L)\sum_{t\ge L}t|\rho_t|\) and the tail of a convergent series vanishes, \(LR_L\to0\). Hence \(V(n)=(2\tau\sigma^2/n)(1-a/n+\dots)\). The expression \(2\tau\sigma^2/n\) is the leading term when \(n\gg|a|\) and \(n\) is also long enough for the tail \(R_n\) to be negligible, and it is not an identity. It is the variance of a mean of \(n_{\rm eff}=n/2\tau\) independent points, and an error \(\epsilon\) costs \(n=2\tau\sigma^2/\epsilon^2\) steps. If \(\rho_t\) decays as \(t^{-p}\) with \(1<p\le2\), then \(\tau\) exists but \(A\) diverges and the \(1/L\) correction does not hold. For \(p\le1\) there is no \(\tau\) at all.

### The autoregressive model

Let \(x_{i+1}-\mu=\phi(x_i-\mu)+\sigma\sqrt{1-\phi^2}\,\varepsilon_{i+1}\) with \(|\phi|<1\), where the \(\varepsilon\) are independent with zero mean and unit variance. This is the AR(1) series. Its variance is stationary because \(\phi^2\sigma^2+\sigma^2(1-\phi^2)=\sigma^2\). Multiplying the recursion by an earlier \(x_j-\mu\), which is independent of \(\varepsilon_{i+1}\), and averaging gives \(\gamma_{t+1}=\phi\gamma_t\), so \(\rho_t=\phi^t\). With \(\sum_{t\ge1}\phi^t=\phi/(1-\phi)\), and \(\phi\,d/d\phi\) applied to it,
\[
2\tau=1+\frac{2\phi}{1-\phi}=\frac{1+\phi}{1-\phi},\qquad A=\frac{\phi}{(1-\phi)^2},\qquad a=\frac{\phi}{(1-\phi)^2}\,\frac{2(1-\phi)}{1+\phi}=\frac{2\phi}{1-\phi^2}.
\]
The last equals \(\tau-1/(4\tau)\), since
\[
\frac{1+\phi}{2(1-\phi)}-\frac{1-\phi}{2(1+\phi)}=\frac{(1+\phi)^2-(1-\phi)^2}{2(1-\phi^2)}=\frac{2\phi}{1-\phi^2}.
\]
Thus \(a\approx\tau\) for a single slow exponential. Setting \(t=L+s\) in the tail gives \(R_L=(2/L)\phi^L\sum_s s\phi^s=2A\phi^L/L\).

## The blocking transformation

For even \(n\) the step \(x'_i=(x_{2i-1}+x_{2i})/2\) leaves \(\bar x\) unchanged, and with it \(V(n)\). The covariance of \(x'_i\) and \(x'_{i+t}\) pairs the indices \(2i-1,\,2i\) with \(2i+2t-1,\,2i+2t\). The four lags are \(2t,\,2t+1,\,2t-1,\,2t\), so
\[
\gamma'_t=\tfrac14\big(\gamma_{|2t-1|}+2\gamma_{2t}+\gamma_{2t+1}\big).
\]
Call \(\gamma^{(B)}_t\) the covariance of block means, with \(\gamma^{(B)}_0=V(B)\). The case \(t=0\) reads \(V(2B)=(\gamma^{(B)}_0+\gamma^{(B)}_1)/2\). Solving for \(\gamma^{(B)}_1\) and using (1) without the tails,
\[
\gamma_1^{(B)}=2V(2B)-V(B)=\frac{\sigma^2}{B}\Big[2\tau-\frac{A}{B}\Big]-\frac{\sigma^2}{B}\Big[2\tau-\frac{2A}{B}\Big]=\frac{\sigma^2A}{B^2}.
\]
Division by \(V(B)\) gives \(\rho_1^{(B)}=(a/2B)/(1-a/B)\). Blocks with \(t\ge2\) involve only lags \(d>B\). A given \(d\) occurs for at most two values of \(t\) and at most \(B<d\) times in each, so \(\sum_{t\ge2}|\gamma_t^{(B)}|\le2\sigma^2B^{-2}\sum_{d>B}d|\rho_d|\), which is negligible against \(B^{-2}\). Repeated blocking drives the series to uncorrelated data, and the last correlation to survive is the one across the boundary of adjacent blocks.

For AR(1) the covariance is available in closed form. Points \(u\) and \(v\) (from \(0\) to \(B-1\)) in blocks \(t\ge1\) apart have the positive lag \(tB+v-u\). With \(\sum_v\phi^v=(1-\phi^B)/(1-\phi)\) and \(\sum_u\phi^{-u}=\phi^{1-B}(1-\phi^B)/(1-\phi)\),
\[
\gamma_t^{(B)}=\frac{\sigma^2A}{B^2}(1-\phi^B)^2\phi^{(t-1)B}. \tag{2}
\]

## The plateau and its bias

Expanding \(y_j-\bar y=(y_j-\mu)-(\bar y-\mu)\) and using \(\sum_j(y_j-\mu)=m(\bar y-\mu)\) gives \(\sum_j(y_j-\bar y)^2=\sum_j(y_j-\mu)^2-m(\bar y-\mu)^2\). Its expectation is \(mV(B)-mV(n)\), so for \(n=mB\), exactly,
\[
E[e_B]=\frac{V(B)-V(n)}{m-1},\qquad E[e_B]-V(n)=\frac{V(B)-mV(n)}{m-1}. \tag{3}
\]
The double sum over blocks gives \(mV(n)=V(B)+m^{-1}\sum_{j\ne k}\mathrm{Cov}(y_j,y_k)\). The bias is therefore \(-\sum_{j\neq k}\mathrm{Cov}(y_j,y_k)/[m(m-1)]\), minus the average covariance of distinct blocks. On average \(e_B\) lies below the true variance exactly when that average covariance is positive.

Insert (1) with \(m/n=1/B\). The \(2\tau\) terms are \(2\tau/B-2\tau m/n=0\). The \(A\) terms are \(-2A/B^2+2Am/n^2=-(2A/B^2)(1-1/m)=-2A(m-1)/(nB)\). The tails give \((R_B-R_n)/B\). Hence
\[
E[e_B]-V(n)=-\frac{2A\sigma^2}{nB}+\frac{\sigma^2(R_B-R_n)}{B(m-1)}. \tag{4}
\]
Relative to \(V(n)\approx2\tau\sigma^2/n\) the first term is \(-a/B\). For AR(1), with \(\phi^n\) neglected, the second term is \(2A\sigma^2\phi^B/[B^2(m-1)]\), which multiplies the first by \(1-\phi^Bm/(m-1)\). The plateau is approached as \(1/B\) even when correlations decay exponentially, and each doubling of \(B\) only halves the bias. At leading order the relative bias of \(\sqrt{E[e_B]}\) is half as large, \(-a/2B\). Because the square root is concave, the average of the error bar \(\sqrt{e_B}\) itself lies lower by a further fraction \(1/[4(m-1)]\), one eighth of the relative variance (6) found below. This second term is the larger one once \(B^2>2|a|n\).

The sign at large \(B\) is set by \(A\). For \(\phi<0\) the curve comes down from above. A positive \(\rho_1\) does not exclude this. For \(x_i=x_{i-1}-x_{i-2}/2+\varepsilon_i\), multiplication by earlier points gives \(\rho_t=\rho_{t-1}-\rho_{|t-2|}/2\) for \(t\ge1\), so \(\rho_1=1-\rho_1/2=2/3\). The generating function \(G(z)=\sum_{t\ge0}\rho_tz^t\) obeys \(G(z)(1-z+z^2/2)=1+(\rho_1-1)z=1-z/3\), because the recursion cancels all higher powers. At \(z=1\) the numerator is \(2/3\) with slope \(-1/3\), and the denominator is \(1/2\) with slope \(0\). Then \(\tau=G(1)-1/2=5/6=0.8333\) steps and \(A=G'(1)=-2/3=-0.6667\) steps\(^2\), and at large \(B\) blocking overestimates the variance on average. At \(B=1\) it still underestimates it, since \(2\tau=5/3>1\).

## Noise of the estimate

Write \(e_B=Q/[m(m-1)]\) with \(Q=y^{\mathsf T}Py\) and \(P_{jk}=\delta_{jk}-1/m\). The matrix \(P\) is a symmetric projector with trace \(m-1\) that annihilates constant vectors, so \(\mu\) may be set to zero. For Gaussian data with block covariance matrix \(C\), Wick's theorem gives
\[
E[Q^2]=\sum_{jklp}P_{jk}P_{lp}\,(C_{jk}C_{lp}+C_{jl}C_{kp}+C_{jp}C_{kl})=(\mathrm{Tr}\,PC)^2+2\,\mathrm{Tr}(PCPC).
\]
The first term is \(E[Q]^2\), so
\[
\mathrm{Var}(e_B)=\frac{2\,\mathrm{Tr}(PCPC)}{[m(m-1)]^2}. \tag{5}
\]
For uncorrelated blocks \(C=V(B)\mathbb 1\), which gives \(E[Q]=(m-1)V(B)\), \(\mathrm{Var}\,Q=2(m-1)V(B)^2\) and
\[
\frac{\mathrm{Var}(e_B)}{E[e_B]^2}=\frac{2}{m-1}. \tag{6}
\]
With the nearest-neighbour term, \(\mathrm{Tr}\,C^2\approx mV(B)^2[1+2(\rho_1^{(B)})^2]\), a relative correction \(a^2/2B^2\) of second order. Since \(\delta\sqrt e/\sqrt e=\delta e/2e\) for small fluctuations, the error bar has relative uncertainty \(1/\sqrt{2(m-1)}\) when \(m\gg1\).

For non-Gaussian data whose fourth cumulants sum over lags to a finite \(K\), the fourth cumulant of a block mean is about \(BK/B^4\). Against \(V(B)^2\propto B^{-2}\) it is of relative order \(1/B\), and (6) is recovered at large \(B\). The condition can fail in variational Monte Carlo. At distance \(d\) from a node of an inexact trial function the local energy goes as \(1/d\) and the sampled density as \(d^2\), so the density of \(E\) has a tail \(d^2|dd/dE|\propto E^{-4}\). The variance is finite and the fourth moment is not. Equations (1) to (4) survive, while (6) does not: \(e_B\) has infinite variance, the mean squared error (7) below is not defined, and the quoted uncertainty of the error bar is too small. The extra scatter comes from single large values, each of which enters \(e_B\) as about \(E^2/n^2\) times a correlation factor that hardly depends on \(B\) once \(B\gg|a|\). It adds noise at all such levels alike, so the block length that gives the smallest typical error stays close to the Gaussian one.

## Choice of the block length

The mean squared error of \(e_B\) relative to \(V(n)^2\) is the squared bias plus the variance. For \(|a|\ll B\ll n\), with tails neglected and \(E[e_B]/V(n)=1-a/B\),
\[
M(B)=\frac{a^2}{B^2}+\frac{2}{m-1}\Big(1-\frac aB\Big)^2=\frac{a^2}{B^2}+\frac{2B}{n}-\frac{4a}{n}+O\Big(\frac{a^2}{nB},\frac{B^2}{n^2}\Big), \tag{7}
\]
where \(2/(m-1)\approx2B/n\) and the cross term is \((2B/n)(-2a/B)\). That term does not depend on \(B\). The condition \(dM/dB=-2a^2/B^3+2/n=0\) gives
\[
B^*=(na^2)^{1/3}.
\]
For \(B=sB^*\) one has \(a^2/B^2=s^{-2}(|a|/n)^{2/3}\) and \(2B/n=2s(|a|/n)^{2/3}\), so the leading minimum is \(3(|a|/n)^{2/3}\). Levels \(s\) and \(2s\) tie when \(s^{-2}+2s=s^{-2}/4+4s\), that is \(s^3=3/8\). The best power of two is the smallest with \(B^3\ge\frac38na^2\). If \(A=0\) the bias comes from \(R_B\) alone and these formulas do not apply.

The leading ratio of bias to noise is \((|a|/B)/\sqrt{2B/n}=\sqrt{na^2/2B^3}\). It is \(1/\sqrt2\) at \(B^*\), so the minimum of \(M\) still carries a systematic shift comparable to the scatter. Requiring a ratio below \(1/q\) gives \(B^3>q^2na^2/2\). In the `auto` rule, (3) gives \(E[e_1]=[\sigma^2-V(n)]/(n-1)\approx\sigma^2/n\), so \(e_B/e_1\) estimates \(2\tau\) on the plateau and the rule reads \(B^3>8n\tau^2\). Equating \(q^2na^2/2=8n\tau^2\) gives \(q=4\tau/|a|\). For one slow exponential, \(a\approx\tau\), the rule means \(q\approx4\) and \(B\approx2B^*\). It uses \(\tau\), which the plateau supplies, in place of \(a\), which it does not, and is only as good as that substitution.

## Worked example

Take round model parameters for an energy series: Gaussian AR(1) with \(\mu=-10\) hartree, \(\sigma=0.5\) hartree, \(\phi=0.9\), \(n=65536\). Then \(2\tau=1.9/0.1=19\), \(A=0.9/0.01=90\) steps\(^2\), \(a=90/9.5=9.474\) steps and \(n_{\rm eff}=65536/19=3449\). The naive error is \(0.5/256\) hartree \(=1.953\) mhartree, and the asymptotic error is \(0.5\sqrt{19}/256\) hartree \(=8.5135\) mhartree. The factor \(1-a/n\) with \(a/n=1.446\times10^{-4}\) lowers it to \(\sqrt{V(n)}=8.5129\) mhartree \(=0.2316\) eV. An error of 1 mhartree needs \(19\times0.25/10^{-6}=4.75\times10^6\) steps.

The table gives \(\sqrt{E[e_B]}\) from (1) and (3) and \(\sqrt{e_B}\) for one series generated by the recursion from a stationary start, both in mhartree, and the bias of \(e_B\) relative to \(V(n)\).

| \(B\) | \(m\) | expected | one run | bias | \(-a/B\) |
|---|---|---|---|---|---|
| 1 | 65536 | 1.953 | 1.966 ± 0.005 | −0.9474 | −9.4737 |
| 8 | 8192 | 4.857 | 4.893 ± 0.038 | −0.6745 | −1.1842 |
| 32 | 2048 | 7.194 | 7.327 ± 0.115 | −0.2859 | −0.2961 |
| 128 | 512 | 8.192 | 8.13 ± 0.25 | −0.0740 | −0.0740 |
| 256 | 256 | 8.354 | 8.33 ± 0.37 | −0.0370 | −0.0370 |
| 512 | 128 | 8.434 | 8.44 ± 0.53 | −0.0185 | −0.0185 |
| 1024 | 64 | 8.473 | 8.78 ± 0.78 | −0.0093 | −0.0093 |
| 4096 | 16 | 8.503 | 7.3 ± 1.3 | −0.0023 | −0.0023 |
| 8192 | 8 | 8.508 | 6.1 ± 1.6 | −0.0012 | −0.0012 |

At \(B=32\) the ratio \(0.2859/0.2961=0.966\) is the factor \(1-0.9^{32}\) of (4). At \(B=128\), \(\rho_1^{(B)}=0.0370/(1-0.0740)=0.0400\). The uncertainties at small \(B\) come from (6), which assumes uncorrelated blocks, and (5) shows that they are too small there because \(\mathrm{Tr}\,C^2\) exceeds \(mV(B)^2\). The expected curve never falls, yet the run drops to 6.1 mhartree at \(m=8\), about \(1.5\) of its own uncertainty below \(8.5\). Such a drop is within the scatter that (6) allows.

The optimum is \(B^*=(65536\times9.4737^2)^{1/3}=180.5\) steps. At \(B=256\), (7) gives \(0.0370^2+512/65536-0.00058=0.00860\). Exact values follow from (3) and (5) by forming the matrix \(C\) from (2) and taking the traces numerically. They are \(0.00885\), \(0.00865\) and \(0.01552\) at \(B=128\), \(256\) and \(512\), against \(0.00881\), \(0.00860\) and \(0.01539\) from (7). The near tie of 128 and 256 agrees with \(s^3=(128/180.5)^3=0.357\), just under \(3/8\). The same traces over the divisors of \(n=60480\), with a parabola in \(\ln B\) through the minimum, put the optimum at \(106.1\), \(175.8\) and \(284.2\) steps for \(\phi=0.8\), \(0.9\) and \(0.95\), where \((na^2)^{1/3}\) is \(106.1\), \(175.7\) and \(284.3\).

The threshold of `auto` is \((8\times65536\times9.5^2)^{1/3}=361.7\) steps. The exact ratio of bias to noise at the nearest integers, \(B=362\) and \(m=181\), is \(0.255\). It exceeds \(1/4\) because the noise carries the factor \(1-a/B\): \(0.25\,(a/\tau)\sqrt{180/181}/(1-a/362)=0.255\). For the run in the table the rule stops at \(B=512\), where \(e_B/e_1=(8.439/1.966)^2=18.4\), and the result is \(-10.0084\pm0.0084\) hartree, or \(-272.34\pm0.23\) eV. The mean lies one blocked error bar from \(\mu\), and \(8.4/1.966=4.3\) naive ones.

Over 1000 independent series the rule chose 512 every time. The average of \(e_B/V(n)\) was \(0.976\) against \(1-a/512=0.9815\), with sampling error about \(\sqrt{2/127}/\sqrt{1000}=0.004\). The relative spread of the error bar was \(0.064\) against \(1/\sqrt{254}=0.0627\). The interval \(\bar x\pm\sqrt{e_B}\) contained \(\mu\) in a fraction \(0.674\). For nearly independent Gaussian blocks this fraction is the probability that a Student variable with 127 degrees of freedom lies within \(\pm8.434/8.513\), which is \(0.676\). The naive interval covered \(0.208\), against the normal probability \(0.181\) for \(\pm1.953/8.513\). The difference is \(2.2\) binomial standard errors of \(\sqrt{0.181\times0.819/1000}=0.012\), the largest departure among these comparisons. It has the same direction as the root-mean-square deviation of the means, \(8.395\) mhartree, which fell below \(8.51\).

## Failure: a weak slow mode

Let \(\rho_t=0.99\times0.5^t+0.01\times0.999^t\) with the same \(n\). Both \(\tau\) and \(A\) are linear in \(\rho\), so \(2\tau=0.99\times3+0.01\times1999=22.96\) and \(a=(0.99\times2+0.01\times999000)/11.48=870.4\) steps. Equation (1) gives \(nV(n)/\sigma^2=22.66\). For \(B\ll1000\) the slow mode is nearly constant within a block and contributes \(0.01B\), so \(nE[e_B]/\sigma^2\approx0.99(3-4/B)+0.01B\) once \(0.5^B\) is negligible, which is \(2.88\) at \(B=16\). The values from (3) are \(2.55,\ 2.88,\ 3.15,\ 3.52\) for \(B=8,16,32,64\), a shoulder near 3, and \(5.24,\ 10.25,\ 17.86\) for \(B=256,1024,4096\). Applied to this expected curve, the rule first holds at \(B=256\), and the error bar is \(\sqrt{5.24/22.66}=0.481\) of the true one. At \(B=128\) the inequality fails by only about 6%, so individual runs often stop one level earlier, with a still smaller error bar. The cause is \(a\approx76\tau\). The formula for the optimum gives \(B^*=3675\) steps, which leaves about 18 blocks and is only a few decay times of the slow mode, so it is a rough guide and the run is too short for a sharp error bar.

## Settings

Use `auto` when the curve \(\sqrt{e_B}\) rises to a level that the next few block lengths reproduce within their uncertainties. For a single slow exponential and a long run it holds the bias near or below a quarter of the noise. When only 8 to 16 blocks remain at the chosen level the ratio can reach about \(0.3\). These ratios are for the rule applied to the expected curve \(E[e_B]\). For a run of about \(20\tau\) steps or fewer the inequality mostly holds at no level, or only where two to four blocks remain, and such a run gives no usable error bar. Even at \(50\tau\) to \(60\tau\) steps a stop at four blocks is common. Rounding up to a power of two places \(B\) between about \(2B^*\) and \(4B^*\).

Set the smallest power of two with \(B^3\ge\frac38na^2\) when the smallest mean squared error is wanted and \(a\) is known. By (4) the rise of \(E[e_B]\) from \(B\) to \(2B\), relative to \(V(n)\), is \(a/2B\) once the tail is negligible. Its scatter follows from \(Q_B=2Q_{2B}+\frac12\sum_jd_j^2\), with \(d_j\) the differences within pairs. For \(m\gg1\) this reads \(e_B\approx\frac12(e_{2B}+w)\) with \(w=\sum_jd_j^2/m^2\), and for uncorrelated Gaussian blocks \(e_{2B}\) and \(w\) are independent with the same mean and relative variance \(4/m\) each. The rise \(\frac12(e_{2B}-w)\) thus has relative scatter about \(\sqrt{2/m}\), and it gives a rough value of \(a\) at levels where the tail is negligible and \(a/2B\) exceeds this. In the worked example these are \(B=32\) and \(64\), where a single run fixes \(a\) to about 15% and 50%.

Inspect the levels above the chosen one. Noise alone often gives a rise over two or three levels. A rise that continues over several levels and stands well above the scatter \(\sqrt{2/m}\) points to \(a\gg\tau\), and the remedy is a longer run. A mode much slower than the run acts mostly as a constant offset, which \(P\) removes. Let it contribute \(c\,e^{-t/T}\approx c(1-t/T)\) to \(\rho_t\), with \(T\gg n\). The mean of \(|i-j|\) over \(L\gg1\) points is about \(L/3\), so its part of \(V(L)\) is \(c\sigma^2(1-L/3T)\), and (3) gives it the share \(c\sigma^2(n-B)/[3T(m-1)]=c\sigma^2B/3T\) of \(E[e_B]\), against about \(c\sigma^2\) of \(V(n)\). The mode can therefore show as a rise proportional to \(B\) at the highest levels, and it goes unseen when that rise is below the scatter. In either case no setting measures its contribution to the error.

Do not select the lowest or highest point of the curve, since at small \(m\) that selects noise. The rule has a related tendency when its threshold lies close to a power of two, because a downward fluctuation of \(e_B\) makes the inequality easier to meet. The size of that effect is not covered by (7), and it is large when few blocks remain. For Gaussian AR(1) with \(n\approx56\tau\) about half of the runs stop at \(m=8\), and in those runs \(e_B\) lies on average about 40% below \(V(n)\).

Judge the run by \(m\). At \(B^*\) there are \((n/|a|)^{2/3}\) blocks, so the relative uncertainty of the error bar falls only as \(n^{-1/3}\), while the error itself falls as \(n^{-1/2}\).

All numerical values are calculated from the stated model.
